# Why a Two-Level Telegraph Record Cannot Fix Six Trap Rates

Q: I have a long random telegraph record from one oxide trap. The charged dwells follow a single exponential and the neutral dwells need two. I want to fit a defect with two neutral states, 1 and 2, and one charged state, 3, with jumps allowed between every pair. The fit never settles on the six rates. Is my record too short?

A: Let us first ask what an endless, noise-free record would contain. Let $k_{ij}$ be the rate of the jump $i\to j$. I assume that all six are positive and constant, that the record is stationary, and that states 1 and 2 give the same drain current.

The charged level is a single state. It is left at the total rate
$$\kappa=k_{31}+k_{32},$$
so its dwell density is $\kappa e^{-\kappa t}$. The next neutral dwell starts in state 1 with probability $a=k_{31}/\kappa$ and in state 2 with probability $1-a$, whatever happened before. Each visit to state 3 therefore erases the memory, and all dwells are independent. Even the cut-off dwell at the start of a stationary record is fixed by the dwell densities: its remaining length has a density equal to the survival probability divided by the mean dwell. The whole record contains nothing beyond $\kappa$ and the neutral dwell density $f(t)$.

Q: Then how many numbers are in $f(t)$? The neutral pair has four rates, and the entry probability is a fifth parameter.

A: Write $x=k_{13}$ and $y=k_{23}$ for the two exit rates. Inside the neutral level the probabilities evolve with
$$M=\begin{pmatrix}-(k_{12}+x)&k_{12}\\k_{21}&-(k_{21}+y)\end{pmatrix},\qquad q=\begin{pmatrix}x\\y\end{pmatrix},$$
and $f(t)=(a,\,1-a)\,e^{Mt}q$. Its Laplace transform is $\tilde f(s)=(a,\,1-a)(s-M)^{-1}q$. The determinant of $s-M$ is
$$(s+k_{12}+x)(s+k_{21}+y)-k_{12}k_{21}=s^2+Ts+D,$$
$$T=k_{12}+k_{21}+x+y,\qquad D=k_{12}y+k_{21}x+xy.$$
The adjugate matrix of $s-M$ acting on $q$ gives
$$\begin{pmatrix}s+k_{21}+y&k_{12}\\k_{21}&s+k_{12}+x\end{pmatrix}\begin{pmatrix}x\\y\end{pmatrix}=\begin{pmatrix}sx+D\\sy+D\end{pmatrix}.$$
The same $D$ appears in both rows, so averaging over the entry state leaves
$$\tilde f(s)=\frac{ms+D}{s^2+Ts+D},\qquad m=ax+(1-a)y.$$
Five parameters have collapsed into three. The constant in the numerator is not a new number, because normalization requires $\tilde f(0)=1$. With $\kappa$, the record holds four numbers: $\kappa,T,D,m$.

Q: How do these appear in my two-exponential fit?

A: Let $\lambda_f>\lambda_s$ be the roots of $\lambda^2-T\lambda+D=0$. They are real and distinct, since
$$T^2-4D=(k_{12}+x-k_{21}-y)^2+4k_{12}k_{21}>0.$$
The residue of $\tilde f$ at $s=-\lambda_f$, with $D=\lambda_f\lambda_s$, is
$$\frac{D-m\lambda_f}{\lambda_s-\lambda_f}=\lambda_f\,\frac{m-\lambda_s}{\lambda_f-\lambda_s}.$$
Hence
$$f(t)=w\lambda_fe^{-\lambda_ft}+(1-w)\lambda_se^{-\lambda_st},\qquad w=\frac{m-\lambda_s}{\lambda_f-\lambda_s}.$$
Your fit returns $\lambda_f$, $\lambda_s$, $w$ and $\kappa$. Setting $t=0$ gives $f(0)=m$, and the mean neutral dwell is $-\tilde f'(0)=(T-m)/D$.

The number can be smaller than four. If $m=\lambda_s$, then $w=0$ and the dwell is one exponential, so only $\kappa$ and $\lambda_s$ remain. Equal exit rates do this: for $x=y$ the roots are $x$ and $x+k_{12}+k_{21}$, while $m=x$, which is the slow root. It can also happen with $x\neq y$ for one particular entry probability.

Q: Six unknowns and four numbers suggest two missing ones. But positive rates are restrictive. Could positivity single out one solution?

A: We can solve for the rates and see. Take $m\ne\lambda_s$, so that $x\neq y$, and call the state with the faster exit state 1, so that $x>y$. Choose $x$ and $y$. The definitions of $T$ and $D$ give
$$k_{12}+k_{21}=T-x-y,\qquad yk_{12}+xk_{21}=D-xy.$$
Multiply the first equation by $x$ and subtract the second:
$$(x-y)k_{12}=xT-x^2-D=(\lambda_f-x)(x-\lambda_s).$$
Subtract $y$ times the first from the second:
$$(x-y)k_{21}=y^2-Ty+D=(\lambda_f-y)(\lambda_s-y).$$
Finally $m=ax+(1-a)y$ gives $a=(m-y)/(x-y)$, so
$$k_{31}=\kappa\frac{m-y}{x-y},\qquad k_{32}=\kappa\frac{x-m}{x-y}.$$
Now impose positivity. From $k_{12}>0$ we get $\lambda_s<x<\lambda_f$. From $k_{21}>0$, $y$ lies below both roots or above both; since $y<x<\lambda_f$, it lies below $\lambda_s$. The last two rates require $y<m<x$. Together,
$$\max(\lambda_s,m)<x<\lambda_f,\qquad 0<y<\min(\lambda_s,m).$$
Every point of this rectangle is a set of six positive rates with your record. Exchanging the names 1 and 2 gives a second copy. Positivity limits the ambiguity but does not remove it.

Q: The algebra convinces me, but what is physically being hidden?

A: The record never says which neutral state the defect is in, so the two may be re-mixed. Let $Q$ be the full $3\times3$ rate matrix, with rows summing to zero, and let $\pi$ be the stationary row vector, $\pi Q=0$. Let $R$ leave state 3 alone and act on the neutral pair with an invertible $2\times2$ matrix $S$ whose rows each sum to one. Define
$$Q'=R^{-1}QR,\qquad \pi'=\pi R.$$
Then $\pi'Q'=\pi QR=0$. A column of ones is unchanged by $R$, so normalization survives.

The probability of a sequence of levels is a product: $\pi$, a projector on the first level, $e^{Qt_1}$, the next projector, and so on, ending with the column of ones. Since $R$ does not mix the levels, it commutes with every projector. Inserting $RR^{-1}$ between the factors turns each $Q$ into $Q'$ and changes no probability.

$S$ has four entries and two row conditions, hence two free parameters. They are the two lost numbers. If primes mark the new exit rates, $S$ must map the column $q'$ to $q$ and the column of ones to itself:
$$S=\begin{pmatrix}1&x\\1&y\end{pmatrix}\begin{pmatrix}1&x'\\1&y'\end{pmatrix}^{-1}.$$
$Q'$ is a physical rate matrix when its off-diagonal elements are positive, which is the rectangle condition again.

Q: Please show me two different traps with one record.

A: Take a model hole trap in a thin gate oxide at 300 K. Set A has, in s$^{-1}$,
$$k_{12}=20,\;k_{21}=10,\;k_{13}=60,\;k_{31}=30,\;k_{23}=5,\;k_{32}=5.$$
Then $\kappa=30+5=35$ s$^{-1}$, $T=20+10+60+5=95$ s$^{-1}$, and
$$D=20\cdot5+10\cdot60+60\cdot5=1000\ \mathrm{s^{-2}},$$
$$m=\frac{30\cdot60+5\cdot5}{35}=52.14\ \mathrm{s^{-1}}.$$
The roots are $(95\pm\sqrt{9025-4000})/2$, or 82.94 and 12.06 s$^{-1}$, and $w=0.565$. The mean neutral dwell is $(95-52.14)/1000$ s $=42.9$ ms; the mean charged dwell is 28.6 ms.

For set B choose $x=75$ and $y=2$ s$^{-1}$, inside the rectangle. The inversion gives
$$k_{12}=\frac{75\cdot95-75^2-1000}{73}=6.85,\qquad k_{21}=\frac{2^2-2\cdot95+1000}{73}=11.15,$$
$$k_{31}=35\,\frac{50.14}{73}=24.04,\qquad k_{32}=35\,\frac{22.86}{73}=10.96,$$
all in s$^{-1}$. Every rate has changed, some by more than a factor of two.

As a test of the whole record, the level was read at seven times separated by 4, 11, 30, 30, 11 and 4 ms. There are 128 possible sequences. Their probabilities, computed from the three-state rate matrices, agree between A and B to $2\times10^{-16}$, which is rounding error. Raising $k_{13}$ of set A by 10 % with the other rates held fixed changes one of them by 0.013, so these readings do respond to a change that leaves the family.

A simulation of 100,000 cycles of set B gave a mean neutral dwell of 42.83 ms. The correlation between successive neutral dwells was 0.0008, and between a charged dwell and the next neutral one $-0.0078$. For independent dwells the standard error is about 0.003. The second value is thus about 2.5 standard errors from zero; since independence follows from the model, I read it as a sampling fluctuation.

Q: Does the record at least put limits on each rate?

A: Yes. For $m>\lambda_s$, as here, the rectangle is $m<x<\lambda_f$, $0<y<\lambda_s$.

For $k_{12}$, note that $x-y>x-\lambda_s$, so $k_{12}<\lambda_f-x<\lambda_f-m$. For $k_{21}$,
$$\frac{\partial\ln k_{21}}{\partial y}=-\frac1{\lambda_f-y}-\frac1{\lambda_s-y}+\frac1{x-y}<0,$$
because $x-y>\lambda_s-y$. Its upper limit is at $y=0$, where it equals $D/x<D/m$. For $k_{31}$, write
$$\frac{m-y}{x-y}=1-\frac{x-m}{x-y}.$$
This falls as either $x$ or $y$ rises. Its lower limit, at $x=\lambda_f$ and $y=\lambda_s$, is $w$; it approaches one as $x\to m$. Thus $\kappa w<k_{31}<\kappa$ and $0<k_{32}<\kappa(1-w)$. In the example, in s$^{-1}$:

- $k_{12}$: 0 to 30.8
- $k_{21}$: 0 to 19.2
- $k_{13}$: 52.1 to 82.9
- $k_{31}$: 19.8 to 35.0
- $k_{23}$: 0 to 12.1
- $k_{32}$: 0 to 15.2

These limits use the convention $k_{13}>k_{23}$. The rates cannot be chosen independently within them: choosing $k_{13}$ and $k_{23}$ fixes the other four. Choosing $k_{31}$ and $k_{32}$ does not, because their sum $\kappa$ is already known.

Q: My trap should be in equilibrium. Does detailed balance supply the missing information?

A: It supplies one relation,
$$k_{12}k_{23}k_{31}=k_{21}k_{32}k_{13},$$
and leaves five free rates for four numbers. Set A obeys it: both products are 3000 s$^{-3}$.

To see that a solution survives for each allowed $y$ when $m>\lambda_s$, follow the difference of the left and right products as $x$ varies. At $x\to m$, $k_{32}\to0$ and the difference is positive. At $x\to\lambda_f$, $k_{12}\to0$ and it is negative. It must vanish in between. Choosing $y=1$ s$^{-1}$ gives set C, with $k_{13}=53.4$ and $k_{32}=0.86$ s$^{-1}$. Its sequence probabilities also agree with those of A to $2\times10^{-16}$.

The ambiguity affects the energies you would extract. In equilibrium the free energies of the neutral states differ by
$$G_2-G_1=-\theta\ln(\pi_2/\pi_1),$$
where $\theta=25.85$ meV is the thermal energy. Set A has $\pi_1=0.200$, $\pi_2=0.400$, hence $-17.9$ meV. Set C has 0.256 and 0.344, hence $-7.7$ meV. Both have $\pi_3=0.400$, the visible part.

The count can also be read from the derivatives of the 128 probabilities with respect to the logarithms of the rates, taken at set A. Their matrix has four singular values between 0.29 and 0.0063, and two near $3\times10^{-14}$, zero within rounding. Restricted to the five directions that preserve detailed balance, its rank is still four.

Q: Could the record tell me whether the trap is being driven around its cycle?

A: Sometimes. Define the affinity
$$\mathcal A=\ln\frac{k_{12}k_{23}k_{31}}{k_{21}k_{32}k_{13}}.$$
It is zero for A and $-3.33$ for B. If each pair of opposite jumps uses a single reservoir, set B therefore dissipates 86 meV for each net turn in the direction $1\to3\to2\to1$, yet its record is that of an equilibrium trap. Such driving is conceivable when one neutral state exchanges charge with the channel and the other with the gate, at different Fermi levels. If the same pair of states exchanges charge with both, the summed rates hide part of the dissipation, and 86 meV is only a lower bound.

Playing the record backwards does not help. The probability of a string of independent dwells is a product of their densities, and reversing the order leaves the product unchanged.

The shape of $f(t)$ can help. Under detailed balance $\pi_3k_{3i}=\pi_iq_i$, so the entry probabilities are $\pi_iq_i/(\pi_3\kappa)$. Since also $\pi_1k_{12}=\pi_2k_{21}$, the matrix $N_{ij}=\sqrt{\pi_i}\,M_{ij}/\sqrt{\pi_j}$ is symmetric. With $u_i=\sqrt{\pi_i}\,q_i$,
$$f(t)=\frac{u^{\mathsf T}e^{Nt}u}{\pi_3\kappa}=\frac1{\pi_3\kappa}\sum_n(u\cdot v_n)^2e^{-\lambda_nt},$$
where $v_n$ are the orthonormal eigenvectors of $N$. The squares cannot be negative, so equilibrium requires $w\ge0$, or $m\ge\lambda_s$. Within this three-state model, a negative weight proves driving. A positive weight decides nothing, since a balanced set then exists.

For a contrasting case take $k_{12}=10$, $k_{21}=40$, $k_{13}=60$, $k_{31}=1$, $k_{23}=1$, $k_{32}=34$ s$^{-1}$. Neutral dwells mostly start in state 2, but the fast exit is from state 1. Short dwells are therefore rare: $m=2.69$ s$^{-1}$ lies below $\lambda_s=30.8$ s$^{-1}$, and $w=-0.57$. The large-$s$ expansion $\tilde f=m/s+(D-mT)/s^2+\dots$ gives $f'(0)=D-mT$. Here $D=2470$ s$^{-2}$ and $T=111$ s$^{-1}$, so the density first rises. An initial rise needs $m<D/T$, which is stricter than $m<\lambda_s$; a negative weight can occur without it.

Q: What should I measure instead? More gate voltages?

A: Stationary records at $n$ voltages give at most $4n$ numbers for $6n$ rates. They help if you have a justified law linking the rates at different voltages, and the answer then depends on that law.

A prepared start gives new information directly. If the defect is known to be in state 1 at time zero, its first-dwell density begins at $k_{13}$; if in state 2, at $k_{23}$. These are the missing $x$ and $y$, and the inversion formulas give the rest. Applied to computed, noise-free first dwells of set A, this returned 60 and 5 s$^{-1}$ and then all six original rates. The preparation must be pure and the switch to the measuring bias fast compared with the rates. An unknown mixture, with probability $b$ of state 1, gives $bx+(1-b)y$: one new number and one new unknown.

Q: How close is the example to a real transistor, and could an imperfection rescue my fit?

A: The mean dwells of tens of milliseconds are long compared with the sampling time assumed below. The rates here are round model values, not those of an identified defect. I take a 3 nm oxide, a trap 1.5 nm deep, 0.1 ms sampling and a 1000 s record, all rough but plausible. About 0.5 % of neutral and 0.35 % of charged dwells are shorter than one sample. The record holds 14,000 cycles, which gives a standard error of 1.3 % relative to the mean neutral dwell. With a rough activation energy of 600 meV, a 0.1 K drift changes a rate by 0.8 %. A 1 mV drift, if it falls wholly across the oxide, changes one by up to about 2 %. If all six rates scaled together by 2 %, every limit listed above would scale by 2 %, far less than the widths of the ranges.

Finite sampling cannot rescue the fit, because sampled data are derived from the same ambiguous record. Nor can noise that is independent of the hidden state. The assumption to question is that the two neutral currents are equal. Suppose the neutral states differ by a dipole of 0.01 $e\,$nm, a rough guess for the component normal to the interface. In simple sheet electrostatics the level splits by $0.01/1.5=0.67$ % of the charge step, 1.5 nm being the distance from trap to gate. For uncorrelated noise of 10 % of the step per sample, averaging over the mean 12.5 ms stay in state 1 leaves 0.89 %. One stay would not resolve the split, but many stays analysed together might, if slow background noise permits. The record would then have three levels. If single stays were resolved, each rate would follow from counting jumps $i\to j$ and dividing by the time spent in $i$. At the noise assumed here they are not, and one would instead fit a three-level model, noise included, to the whole trace by maximum likelihood. I would look for that splitting first: if the two neutral currents are equal, a longer record sharpens the four numbers without adding a fifth.

## Computed values

```
Rates in 1/s, order: k12 k21 k13 k31 k23 k32
set A: 20.000 10.000 60.000 30.000 5.000 5.000
  occupations of 1, 2, 3: 0.2000 0.4000 0.4000
  affinity: 0.000, times kT: 0.0 meV
  free energy of 2 minus 1: -17.9 meV
set B: 6.849 11.151 75.000 24.041 2.000 10.959
  occupations of 1, 2, 3: 0.1753 0.4247 0.4000
  affinity: -3.326, times kT: -86.0 meV
set C: 23.288 17.279 53.433 34.139 1.000 0.861
  occupations of 1, 2, 3: 0.2556 0.3444 0.4000
  affinity: -0.000, times kT: -0.0 meV
  free energy of 2 minus 1: -7.7 meV
kappa = 35.000 1/s, T = 95.000 1/s
D = 1000.00 1/s^2, m = 52.143 1/s
slow = 12.056 1/s, fast = 82.944 1/s
weight of fast exponential = 0.5655
mean neutral dwell = 42.86 ms
mean charged dwell = 28.57 ms
Allowed range of each rate, 1/s:
  k12: 0.000 to 30.801
  k21: 0.000 to 19.178
  k13: 52.143 to 82.944
  k31: 19.792 to 35.000
  k23: 0.000 to 12.056
  k32: 0.000 to 15.208
largest record-probability gap, A to B or C: 2e-16
same gap when k13 of A rises by 10 %: 1.3e-02
singular values: 2.9e-01 9.8e-02 2.7e-02 6.3e-03 3.6e-14 3.0e-14
rank, six free rates: 4
rank, five free rates under detailed balance: 4
simulated cycles of set B: 100000
simulated mean neutral dwell: 42.83 ms
correlation of successive neutral dwells: 0.0008
correlation of charged and next neutral dwell: -0.0078
Driven contrast, rates in 1/s: 10 40 60 1 1 34
  m = 2.686 1/s, slow = 30.797 1/s, weight = -0.569
k13, k23 from prepared dwells, 1/s: 60.000 5.000
six recovered rates, 1/s: 20.000 10.000 60.000 30.000 5.000 5.000
Neglected effects at 300 K, kT = 25.85 meV:
  dwells below 0.1 ms: neutral 0.52 %, charged 0.35 %
  cycles in 1000 s: 14000; error of mean neutral dwell: 1.29 %
  rate change for 0.1 K at 600 meV: 0.78 %
  rate change for 1 mV, trap 1.5 nm deep in 3.0 nm oxide: 1.95 %
  level split from 0.01 e nm dipole: 0.67 % of step
  noise per sample 10 % of step; averaged over the 12.5 ms stay in 1: 0.89 %
```
